**Quartic stiffening of a clamped perovskite film**

For a cubic (001) film with fixed in-plane strain and a free top, the coefficient of $P_3^4$ is $a_{11}+Q_{12}^2/(s_{11}+s_{12})$. Here $a_{11}$ is the stress-free coefficient, $Q_{12}$ the transverse electrostriction constant, and $s_{11},s_{12}$ are elastic compliances. The program asserts this coefficient, and the misfit term in $P_3^2$, by symbolic minimization of the strain energy with all six strains present. It also asserts agreement with the integrated work of the field at the actual film stress, and with a direct numerical minimization over polarization and free strains. Random elastically stable crystals confirm that the shift is not negative and does not exceed the fully clamped value. For rough parameters in the regime of barium strontium titanate, the shift is 28 % of $a_{11}$ and lowers the polarization at 0.5 MV/cm by 5.8 % at fixed quadratic coefficient. The assumed electrode interface capacitance lowers it by 17 % at a fixed 1 V, more than the shift does.

## Numerical check

```python
"""
Result under test: a cubic (001) film with fixed in-plane strain and free top has
    quartic coefficient   a11 + Q12^2/(s11+s12)       (multiplying P3^4)
    quadratic coefficient a1 - 2*Sm*Q12/(s11+s12)     (multiplying P3^2)
a1, a11, a12: stress-free Landau coefficients; s11, s12, s44: compliances;
Q11, Q12, Q44: electrostriction, S = s*sigma + Q*P*P with engineering shears;
Sm: in-plane misfit strain of the unpolarized film; P: polarization; E: field.
Material inputs are rough values in the regime of barium strontium titanate.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize, minimize_scalar

eps0, q, kB = const.epsilon_0, const.e, const.k
hbar, me = const.hbar, const.m_e


def compliance_matrix(s11, s12, s44):
    s = np.diag([s11 - s12] * 3 + [s44] * 3).astype(float)
    s[:3, :3] += s12
    return s


# ---- Symbolic minimum of the Helmholtz energy, all six strains present ----
x11, x12, x44 = sp.symbols("s11 s12 s44", positive=True)
y11, y12, y44, ym = sp.symbols("Q11 Q12 Q44 Sm", real=True)
p1, p2, p3, e3, e4, e5 = sp.symbols("P1 P2 P3 S3 S4 S5", real=True)
normal_block = sp.Matrix(3, 3, lambda i, j: x11 if i == j else x12)
stiff_sym = sp.diag(normal_block.inv().applyfunc(sp.simplify), sp.eye(3) / x44)
spont_sym = sp.Matrix([
    y11*p1**2 + y12*(p2**2 + p3**2), y11*p2**2 + y12*(p1**2 + p3**2),
    y11*p3**2 + y12*(p1**2 + p2**2), y44*p2*p3, y44*p1*p3, y44*p1*p2])
strain_sym = sp.Matrix([ym, ym, e3, e4, e5, 0])
diff_sym = strain_sym - spont_sym
elastic = (diff_sym.T * stiff_sym * diff_sym)[0] / 2
free = sp.solve([sp.diff(elastic, v) for v in (e3, e4, e5)],
                [e3, e4, e5], dict=True)[0]
film_elastic = sp.expand(elastic.subs(free))
poly = sp.Poly(film_elastic, p1, p2, p3)


def same(monomial, formula):
    return sp.simplify(poly.coeff_monomial(monomial) - formula) == 0


assert same(p3**4, y12**2 / (x11 + x12))
assert same(p3**2, -2*ym*y12 / (x11 + x12))
assert same(p1**2, -ym*(y11 + y12) / (x11 + x12))
assert same(p1**2 * p3**2, y12*(y11 + y12) / (x11 + x12))
# Gibbs energy without the terms strain*stress: misfit coupling is lost
stress_sym = (stiff_sym * diff_sym).subs(free)
gibbs_only = film_elastic - (strain_sym.subs(free).T * stress_sym)[0]
gibbs_poly = sp.Poly(sp.expand(gibbs_only.subs({p1: 0, p2: 0})), p3)
assert sp.simplify(gibbs_poly.coeff_monomial(p3**2)) == 0
assert sp.simplify(gibbs_poly.coeff_monomial(p3**4) - y12**2/(x11 + x12)) == 0

# ---- Sign and ordering for random elastically stable crystals ----
rng = np.random.default_rng(4)
stable_count = 0
for _ in range(400):
    r11, r12 = rng.uniform(0.1, 2), rng.uniform(-2, 2)
    r_s = compliance_matrix(r11, r12, 1.0)
    if np.linalg.eigvalsh(r_s).min() <= 1e-3:
        continue
    stable_count += 1
    b11, b12 = rng.normal(size=2)
    vec = np.array([b12, b12, b11])
    clamped = 0.5 * vec @ np.linalg.inv(r_s[:3, :3]) @ vec
    film = b12**2 / (r11 + r12)
    assert r11 + r12 > 0 and 0 <= film <= clamped * (1 + 1e-9) + 1e-12
assert stable_count > 50

# ---- Example inputs (rough) ----
s11, s12, s44 = 6e-12, -2e-12, 9e-12
Q11, Q12, Q44 = 0.09, -0.03, 0.04
a11, a12, a111 = 8e8, 1e9, 1e9
curie_const, T0, T, T_hot = 1e5, 200.0, 300.0, 358.0
Sm, thickness, E = 1e-3, 20e-9, 5e7
a1 = (T - T0) / (2 * eps0 * curie_const)
ssum = s11 + s12
shift = Q12**2 / ssum
a3f, a33f = a1 - 2*Sm*Q12/ssum, a11 + shift
s_mat = compliance_matrix(s11, s12, s44)
c_mat = np.linalg.inv(s_mat)


def spontaneous(p):
    x, y, z = p
    return np.array([Q11*x*x + Q12*(y*y + z*z), Q11*y*y + Q12*(x*x + z*z),
                     Q11*z*z + Q12*(x*x + y*y), Q44*y*z, Q44*x*z, Q44*x*y])


def field_of(P, a, b, c=0.0):
    return 2*a*P + 4*b*P**3 + 6*c*P**5


def solve_P(field, a, b, c=0.0):
    return brentq(lambda P: field_of(P, a, b, c) - field, 0, 2, xtol=1e-14)


def permittivity(P, a, b):
    return 1 + 1 / (eps0 * (2*a + 12*b*P**2))


P = solve_P(E, a3f, a33f)
stress = (Sm - Q12*P**2) / ssum
S3 = Q11*P**2 + 2*s12*stress

# ---- Work done by the field, evaluated at the actual film stress ----
held = [0, 1, 5]


def actual_stress(pz):
    sigma = np.zeros(6)
    target = np.array([Sm, Sm, 0]) - spontaneous((0, 0, pz))[held]
    sigma[held] = np.linalg.solve(s_mat[np.ix_(held, held)], target)
    return sigma


def gibbs(pz, sigma):
    return (a1*pz**2 + a11*pz**4 - 0.5*sigma @ s_mat @ sigma
            - sigma @ spontaneous((0, 0, pz)))


def field_at_stress(pz):
    sigma, h = actual_stress(pz), 1e-4
    return (gibbs(pz + h, sigma) - gibbs(pz - h, sigma)) / (2*h)


work = quad(field_at_stress, 0, P)[0]
assert np.isclose(work, a3f*P**2 + a33f*P**4, rtol=1e-5)
assert np.isclose(actual_stress(P)[0], stress, rtol=1e-9)

# ---- Direct minimization over three polarizations and three free strains ----


def total_energy(v):
    p = 0.1 * v[:3]
    strain = np.array([Sm, Sm, *(0.01 * v[3:]), 0.0])
    d = strain - spontaneous(p)
    p2s = p**2
    landau = (a1*p2s.sum() + a11*(p2s**2).sum()
              + a12*(p2s[0]*p2s[1] + p2s[0]*p2s[2] + p2s[1]*p2s[2]))
    return (landau + 0.5*d @ c_mat @ d - E*p[2]) / 1e6


for start in ([1, -0.5, 0.5, 0, 0, 0], [-1, 1, 2, 0.1, 0.1, -0.1]):
    best = minimize(total_energy, start, method="BFGS",
                    options={"gtol": 1e-5, "maxiter": 1000}).x
    assert abs(0.1*best[2] - P) < 2e-4*P
    assert np.max(np.abs(0.1*best[:2])) < 2e-4*P
    assert abs(0.01*best[3] - S3) < 1e-3*abs(S3)

transverse = (a1 - Sm*(Q11 + Q12)/ssum
              + (a12 + Q12*(Q11 + Q12)/ssum) * P**2)
assert transverse > 0

# ---- Permittivity, and the quartic shift switched off at equal a3f ----
dE = 1e-4 * E
slope = (solve_P(E + dE, a3f, a33f) - solve_P(E - dE, a3f, a33f)) / (2*dE)
eps_zero, eps_bias = permittivity(0, a3f, a33f), permittivity(P, a3f, a33f)
assert np.isclose(1 + slope/eps0, eps_bias, rtol=1e-5)
P_off = solve_P(E, a3f, a11)
eps_off = permittivity(P_off, a3f, a11)
P_bulk = solve_P(E, a1, a11)
eps_bulk_zero, eps_bulk = permittivity(0, a1, a11), permittivity(P_bulk, a1, a11)
assert P < P_off
q_vec = np.array([Q12, Q12, Q11])
shift_clamped = 0.5 * q_vec @ c_mat[:3, :3] @ q_vec

# ---- Sizes of neglected effects (rough inputs) ----
P_sextic = solve_P(E, a3f, a33f, a111)
expansion_gap = 7e-6                       # film minus silicon, 1/K
Sm_hot = Sm - expansion_gap*(T_hot - T)
a3_hot = (T_hot - T0)/(2*eps0*curie_const) - 2*Sm_hot*Q12/ssum
P_hot = solve_P(E, a3_hot, a33f)
C_interface, voltage = 0.5, E*thickness    # F/m^2, V


def voltage_error(pz):
    f = field_of(pz, a3f, a33f)
    return f*thickness + (eps0*f + pz)/C_interface - voltage


P_interface = brentq(voltage_error, 0, 1)
E_interface = field_of(P_interface, a3f, a33f)

# Substrate stretches and bends; energy in units of its own stiffness
sub_modulus, sub_thickness = 180e9, 0.7e-3
ratio = thickness/(ssum*sub_modulus*sub_thickness)


def retained_fraction(r):
    mat = np.array([[1 + r, r/2], [r/2, 1/12 + r/4]])
    e, k = np.linalg.solve(mat, [r, r/2])
    return (e*e + k*k/12 + r*(e + k/2 - 1)**2) / r


assert np.isclose(retained_fraction(0.1), 1/(1 + 0.4), rtol=1e-10)
compliance_loss = 1 - retained_fraction(ratio)

barrier, eps_optical, breakdown = 1.0, 5.5, 1.5e8  # eV, -, V/m
exit_point = min(thickness, barrier/E)
wkb = 2*exit_point*quad(lambda u: np.sqrt(
    2*me*q*max(barrier - E*u*exit_point, 0))/hbar, 0, 1)[0]
log10_tunnel = -wkb/np.log(10)
image = minimize_scalar(
    lambda x: E*x*1e-9 + q/(16*np.pi*eps0*eps_optical*x*1e-9),
    bounds=(0.1, 10), method="bounded", options={"xatol": 1e-8})
lowering = image.fun
assert np.isclose(lowering, np.sqrt(q*E/(4*np.pi*eps0*eps_optical)), rtol=1e-6)


def emission(temp):
    top = (barrier - lowering)*q/(kB*temp)
    supply = quad(lambda x: np.log1p(np.exp(-top - x)), 0, 50,
                  epsabs=0, epsrel=1e-9)[0]
    return q*me*(kB*temp)**2/(2*np.pi**2*hbar**3)*supply


richardson = 4*np.pi*q*me*kB**2/const.h**3
J_formula = richardson*T**2*np.exp(-(barrier - lowering)*q/(kB*T))
assert np.isclose(emission(T), J_formula, rtol=1e-6)


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


def change(value):
    return 100*(value/P - 1)


show("s11", s11*1e12, "1/TPa")
show("s12", s12*1e12, "1/TPa")
show("s44", s44*1e12, "1/TPa")
show("Q11", Q11, "m^4/C^2")
show("Q12", Q12, "m^4/C^2")
show("Q44", Q44, "m^4/C^2")
show("Curie constant", curie_const, "K")
show("Curie-Weiss temperature", T0, "K")
show("temperature", T, "K")
show("misfit strain Sm", 100*Sm, "%")
show("film thickness", thickness*1e9, "nm")
show("field", E/1e8, "MV/cm")
show("stress-free a1", a1, "J m/C^2")
show("film a3*", a3f, "J m/C^2")
show("stress-free a11", a11, "J m^5/C^4")
show("a12", a12, "J m^5/C^4")
show("quartic shift, film", shift, "J m^5/C^4")
show("film a33*", a33f, "J m^5/C^4")
show("shift relative to a11", 100*shift/a11, "%")
show("quartic shift, all strains clamped", shift_clamped, "J m^5/C^4")
show("film polarization", P*100, "uC/cm2")
show("in-plane stress at zero field", Sm/ssum/1e6, "MPa")
show("in-plane stress at bias", stress/1e6, "MPa")
show("out-of-plane strain at bias", 100*S3, "%")
show("transverse P1^2 coefficient at bias", transverse, "J m/C^2")
show("film permittivity, zero field", eps_zero)
show("film permittivity, bias", eps_bias)
show("polarization, quartic shift off", P_off*100, "uC/cm2")
show("permittivity at bias, quartic shift off", eps_off)
show("polarization change due to shift", 100*(P/P_off - 1), "%", ".2f")
show("stress-free polarization", P_bulk*100, "uC/cm2")
show("stress-free permittivity, zero field", eps_bulk_zero)
show("stress-free permittivity, bias", eps_bulk)
show("sixth-order coefficient", a111, "J m^9/C^6")
show("P change, sixth-order term", change(P_sextic), "%", ".2f")
show("hot temperature", T_hot, "K")
show("thermal expansion gap", expansion_gap*1e6, "ppm/K")
show("misfit strain when hot", 100*Sm_hot, "%")
show("P change, hot", change(P_hot), "%", ".2f")
show("interface capacitance", C_interface*100, "uF/cm2")
show("total voltage", voltage, "V")
show("film field with interface", E_interface/1e8, "MV/cm")
show("P change, interface", change(P_interface), "%", ".2f")
show("substrate biaxial modulus", sub_modulus/1e9, "GPa")
show("substrate thickness", sub_thickness*1e3, "mm")
show("shift lost to substrate compliance", 100*compliance_loss, "%", ".2g")
show("electron barrier", barrier, "eV")
show("optical permittivity", eps_optical)
show("log10 tunnelling probability", log10_tunnel, "", ".1f")
show("image-force barrier lowering", lowering, "eV", ".3f")
show("thermionic current, 300 K", emission(T)/1e4, "A/cm2", ".2g")
show("thermionic current, 358 K", emission(T_hot)/1e4, "A/cm2", ".2g")
show("breakdown field", breakdown/1e8, "MV/cm")
show("breakdown field over applied field", breakdown/E)
print("done: every assertion held")
```

Output:

```
s11: 6 1/TPa
s12: -2 1/TPa
s44: 9 1/TPa
Q11: 0.09 m^4/C^2
Q12: -0.03 m^4/C^2
Q44: 0.04 m^4/C^2
Curie constant: 1e+05 K
Curie-Weiss temperature: 200 K
temperature: 300 K
misfit strain Sm: 0.1 %
film thickness: 20 nm
field: 0.5 MV/cm
stress-free a1: 5.647e+07 J m/C^2
film a3*: 7.147e+07 J m/C^2
stress-free a11: 8e+08 J m^5/C^4
a12: 1e+09 J m^5/C^4
quartic shift, film: 2.25e+08 J m^5/C^4
film a33*: 1.025e+09 J m^5/C^4
shift relative to a11: 28.12 %
quartic shift, all strains clamped: 6.75e+08 J m^5/C^4
film polarization: 18.07 uC/cm2
in-plane stress at zero field: 250 MPa
in-plane stress at bias: 494.8 MPa
out-of-plane strain at bias: 0.09583 %
transverse P1^2 coefficient at bias: 5.942e+07 J m/C^2
film permittivity, zero field: 791.1
film permittivity, bias: 208.5
polarization, quartic shift off: 19.18 uC/cm2
permittivity at bias, quartic shift off: 228.6
polarization change due to shift: -5.81 %
stress-free polarization: 20.36 uC/cm2
stress-free permittivity, zero field: 1001
stress-free permittivity, bias: 222.1
sixth-order coefficient: 1e+09 J m^9/C^6
P change, sixth-order term: -1.12 %
hot temperature: 358 K
thermal expansion gap: 7 ppm/K
misfit strain when hot: 0.0594 %
P change, hot: -9.51 %
interface capacitance: 50 uF/cm2
total voltage: 1 V
film field with interface: 0.3503 MV/cm
P change, interface: -17.30 %
substrate biaxial modulus: 180 GPa
substrate thickness: 0.7 mm
shift lost to substrate compliance: 0.016 %
electron barrier: 1 eV
optical permittivity: 5.5
log10 tunnelling probability: -59.3
image-force barrier lowering: 0.114 eV
thermionic current, 300 K: 1.4e-08 A/cm2
thermionic current, 358 K: 5.3e-06 A/cm2
breakdown field: 1.5 MV/cm
breakdown field over applied field: 3
done: every assertion held
```
